# Surface-Potential Decay of a Trap-Free Film After Complete Charge Injection: a numerical check

```python
"""
Open-circuit decay of the surface potential of a trap-free film.

Result under test, for complete instantaneous injection at time zero:
    V(t) = V0*(1 - t/(2*t0))       for t <= t0
    V(t) = L**2/(2*mu*t)           for t >= t0,   t0 = L**2/(mu*V0)
L: film thickness, mu: constant carrier mobility, V0: initial potential,
E0 = V0/L: initial field, eps: permittivity, x: depth from the free surface.
The electrode at x = L is grounded and absorbs carriers; the field in the
air is zero. Internal units: cm, s, V, C. The law is compared with moving,
interacting charged sheets and with a finite-volume drift-diffusion solution.
"""
import numpy as np
import sympy as sp
from scipy import constants as const

# Rough typical values for a molecularly doped polymer film
L = 20e-4
eps_r = 3.0
mu = 1e-6
V0 = 600.0
T = 300.0
eps = eps_r * const.epsilon_0 / 100
VT = const.k * T / const.e
E0 = V0 / L
sigma = eps * E0
t0 = L**2 / (mu * V0)


def ideal_voltage(t, start=V0):
    t = np.asarray(t, dtype=float)
    transit = L**2 / (mu * start)
    early = start * (1 - t / (2 * transit))
    late = L**2 / (2 * mu * np.maximum(t, transit))
    return np.where(t <= transit, early, late)


def simulate_sheets(charge, times, depth=0.0, mobility_law=None,
                    mobility_factor=1.0, ramp=0.0, steps=400, count=2000):
    """Move charged sheets; return voltage and field at the electrode."""
    dt = t0 / steps
    rank = (np.arange(count) + 0.5) / count
    x = (depth + 1e-6 * L) * rank
    release = ramp * (1 - rank)
    field = np.empty(count)
    targets = [int(round(t / dt)) for t in times]
    wanted = set(targets)
    record = {}
    for step in range(max(targets) + 1):
        if step in wanted:
            record[step] = (charge * np.mean(L - x) / eps,
                            charge * np.mean(x < L) / eps)
        order = np.argsort(x, kind="stable")
        field[order] = rank * charge / eps
        speed = mu * field * mobility_factor
        if mobility_law is not None:
            speed = speed * mobility_law(field)
        moved = np.minimum(x + speed * dt, L)
        x = np.where(step * dt >= release, moved, x)
    return np.array([record[k] for k in targets]).T


def drift_diffusion(cells, times):
    """Continuity plus Gauss's law, exponentially fitted fluxes."""
    dx = L / cells
    dt = t0 / (2 * cells)
    D = mu * VT
    centre = (np.arange(cells) + 0.5) * dx
    rho = np.zeros(cells)
    rho[0] = sigma / dx
    flux = np.zeros(cells + 1)
    targets = [int(round(t / dt)) for t in times]
    record = {}
    for step in range(max(targets) + 1):
        if step in targets:
            record[step] = np.sum(rho * (L - centre)) * dx / eps
        p = np.cumsum(rho) * dx / eps * dx / VT
        p = np.maximum(p, 1e-12)
        q = p[:-1]
        forward = q / (-np.expm1(-q))
        backward = forward * np.exp(-q)
        flux[1:-1] = D / dx * (forward * rho[:-1] - backward * rho[1:])
        half = p[-1] / 2
        flux[-1] = 2 * D / dx * half / (-np.expm1(-half)) * rho[-1]
        rho = rho - dt / dx * np.diff(flux)
    return np.array([record[k] for k in targets])


# Field of sheets and their images in the grounded electrode
rng = np.random.default_rng(4)
pos = rng.uniform(0, L, 200)
unit = sigma / len(pos) / (2 * eps)


def coulomb_field(x):
    real = np.sign(x - pos).sum()
    image = -np.sign(x - (2 * L - pos)).sum()
    return unit * (real + image)


at_sheets = np.array([coulomb_field(x) for x in pos])
counted = np.array([(np.sum(pos < x) + 0.5) / len(pos) for x in pos]) * E0
assert np.allclose(at_sheets, counted, rtol=1e-10)
assert abs(coulomb_field(-0.1 * L)) < 1e-9 * E0
assert abs(at_sheets.mean() / E0 - 0.5) < 1e-10

# Finite-layer solution satisfies the zero-current equation
xs, ts, ms, ds, es = sp.symbols("x t m d e", positive=True)
layer = xs / (ms * ts + ds / es)
residual = sp.diff(layer, ts) + ms * layer * sp.diff(layer, xs)
assert sp.simplify(residual) == 0
assert sp.simplify(layer.subs(ts, 0) - es * xs / ds) == 0
assert sp.simplify(layer.subs(xs, ds + ms * es * ts) - es) == 0

# Main law against interacting sheets
times = np.array([0, 0.5, 1, 2, 5, 10]) * t0
sheet_V, sheet_E = simulate_sheets(sigma, times)
assert np.max(np.abs(sheet_V - ideal_voltage(times))) < 1e-3 * V0
assert np.max(np.abs(sheet_V[3:] / ideal_voltage(times[3:]) - 1)) < 0.01

# Main law against the continuum; the error is grid and thermal diffusion
grid_times = np.array([0.5, 1, 2]) * t0
coarse = drift_diffusion(400, grid_times)
fine = drift_diffusion(1600, grid_times)
coarse_error = np.max(np.abs(coarse - ideal_voltage(grid_times))) / V0
fine_error = np.max(np.abs(fine - ideal_voltage(grid_times))) / V0
assert fine_error < 0.006
assert coarse_error > 2 * fine_error

# Decay rate from the electrode field, before and after transit
for centre_time in (0.5, 1.5):
    near = np.array([centre_time - 0.05, centre_time, centre_time + 0.05]) * t0
    v, e = simulate_sheets(sigma, near)
    rate = (v[2] - v[0]) / (near[2] - near[0])
    assert abs(rate / (-0.5 * mu * e[1]**2) - 1) < 0.01

# Slope is continuous at transit
near = np.array([0.95, 1.0, 1.05]) * t0
v, _ = simulate_sheets(sigma, near)
slopes = np.diff(v) / np.diff(near) * t0 / V0
assert abs(slopes[0] + 0.5) < 0.005
assert abs(slopes[1] + 0.5) < 0.03

# A finite initial depth is a time shift
depth = 0.1 * L
check = np.array([0.3, 0.8, 1.5, 3]) * t0
v, _ = simulate_sheets(sigma, check, depth=depth)
assert np.max(np.abs(v - ideal_voltage(check + depth / (mu * E0)))) < 1e-3 * V0

# Curves of different initial voltage merge without crossing
merge = np.array([0.5, 1, 1.5, 2, 3]) * t0
high, _ = simulate_sheets(sigma, merge)
low, _ = simulate_sheets(sigma / 2, merge)
assert np.all(high[:3] > low[:3])
assert np.max(np.abs(high[3:] - low[3:])) < 1e-3 * V0

# Gradual injection at a uniform rate raises the voltage at transit
test_ramp = 0.3 * t0
v, _ = simulate_sheets(sigma, [t0], ramp=test_ramp)
assert abs(v[0] - V0 / 2 - V0 * test_ramp / (6 * t0)) < 0.002 * V0
ramp = 1e-4
ramp_shift = V0 * ramp / (6 * t0)

# Field-dependent mobility, equal to mu at the initial field
beta = 3e-3


def field_law(field):
    return np.exp(beta * (np.sqrt(field) - np.sqrt(E0)))


labels = (np.arange(200000) + 0.5) / 200000 * E0
pf_times = np.array([1, 10]) * t0
pf_V = np.array([E0 * np.mean(np.maximum(
    0, L - mu * field_law(labels) * labels * t)) for t in pf_times])
v, _ = simulate_sheets(sigma, pf_times, mobility_law=field_law)
assert np.max(np.abs(v - pf_V)) < 1e-3 * V0

# Spread of carrier mobilities as a stand-in for disorder
spread = 0.2
factor = np.exp(spread * rng.standard_normal(2000))
factor /= factor.mean()
spread_V, _ = simulate_sheets(sigma, pf_times, mobility_factor=factor)
finer_V, _ = simulate_sheets(sigma, pf_times, mobility_factor=factor, steps=800)
assert np.max(np.abs(spread_V - finer_V)) < 0.003 * V0

# Sizes of the remaining neglected effects, from rough inputs
front_width = np.sqrt(2 * mu * VT * t0) / L
thermal_time = L**2 / (2 * mu * VT)
resistivity = 1e15
dark_time = eps * resistivity
gap = 0.2
gap_ratio = L / (eps_r * gap)
activation = 0.4
warm = np.exp(activation * const.e / const.k * (1 / T - 1 / (T + 10)))
breakdown = 3e6
layer_depth = 0.5e-4
density = eps / (mu * t0 * const.e)
sites = 1e21

print("INPUTS (rough typical values, doped polymer film)")
print(f"thickness L = {L*1e4:.1f} um")
print(f"relative permittivity = {eps_r:.1f}")
print(f"mobility mu = {mu:.1e} cm2/Vs")
print(f"initial surface potential V0 = {V0:.0f} V")
print(f"temperature = {T:.0f} K")
print("RESULTS")
print(f"initial field E0 = {E0/1e6:.3f} MV/cm")
print(f"surface charge = {sigma*1e6:.4f} uC/cm2")
print(f"transit time t0 = {t0*1e3:.3f} ms = {t0:.3e} s")
print(f"initial decay rate = {V0/(2*t0)/1e3:.2f} V/ms")
print(f"carrier density at t0 = {density:.2e} cm^-3")
print("time (ms), law (V), interacting sheets (V)")
for t, v in zip(times, sheet_V):
    print(f"  {t*1e3:7.3f}  {float(ideal_voltage(t)):7.2f}  {v:7.2f}")
print("time (ms), drift-diffusion 400 cells (V), 1600 cells (V)")
for t, a, b in zip(grid_times, coarse, fine):
    print(f"  {t*1e3:7.3f}  {a:7.2f}  {b:7.2f}")
print(f"largest error/V0: 400 cells {coarse_error:.4f}, 1600 {fine_error:.4f}")
print("start at V0 and V0/2: time (ms), sheets (V), sheets (V)")
for t, a, b in zip(merge, high, low):
    print(f"  {t*1e3:7.3f}  {a:7.2f}  {b:7.2f}")
print("NEGLECTED EFFECTS (rough inputs)")
print(f"field coefficient of ln(mobility) = {beta:.1e} (cm/V)^0.5")
print(f"  mobility at zero field / at E0 = {field_law(0.0):.3f}")
print(f"  V at t0 = {pf_V[0]:.1f} V, at 10 t0 = {pf_V[1]:.1f} V")
print(f"log-mobility spread = {spread:.2f}")
print(f"  V at t0 = {spread_V[0]:.1f} V, at 10 t0 = {spread_V[1]:.1f} V")
print(f"thermal voltage kT/e = {VT:.5f} V")
print(f"  thermal front width at t0 / L = {front_width:.4f}")
print(f"  time when law reaches kT/e = {thermal_time:.1f} s")
print(f"injection lasting {ramp*1e3:.2f} ms: V(t0) up {ramp_shift:.2f} V")
print(f"injection depth {layer_depth*1e4:.1f} um: time shift "
      f"{layer_depth/(mu*E0)*1e3:.3f} ms")
print(f"dark resistivity {resistivity:.0e} ohm cm: relaxation {dark_time:.0f} s")
print(f"grounded plate {gap*10:.0f} mm above: capacitance ratio {gap_ratio:.4f}")
print(f"activation {activation:.1f} eV: mobility x {warm:.2f} for +10 K")
print(f"breakdown field {breakdown/1e6:.0f} MV/cm: E0/breakdown "
      f"= {E0/breakdown:.2f}")
print(f"site density {sites:.0e} cm^-3: filling at t0 = {density/sites:.1e}")
print("ALL CHECKS PASSED")
```

Running it gives:

```
INPUTS (rough typical values, doped polymer film)
thickness L = 20.0 um
relative permittivity = 3.0
mobility mu = 1.0e-06 cm2/Vs
initial surface potential V0 = 600 V
temperature = 300 K
RESULTS
initial field E0 = 0.300 MV/cm
surface charge = 0.0797 uC/cm2
transit time t0 = 6.667 ms = 6.667e-03 s
initial decay rate = 45.00 V/ms
carrier density at t0 = 2.49e+14 cm^-3
time (ms), law (V), interacting sheets (V)
    0.000   600.00   600.00
    3.333   450.00   450.00
    6.667   300.00   300.00
   13.333   150.00   150.00
   33.333    60.00    60.00
   66.667    30.00    30.00
time (ms), drift-diffusion 400 cells (V), 1600 cells (V)
    3.333   445.80   448.70
    6.667   295.89   298.71
   13.333   149.14   149.75
largest error/V0: 400 cells 0.0070, 1600 0.0022
start at V0 and V0/2: time (ms), sheets (V), sheets (V)
    3.333   450.00   262.50
    6.667   300.00   225.00
   10.000   200.00   187.50
   13.333   150.00   150.00
   20.000   100.00   100.00
NEGLECTED EFFECTS (rough inputs)
field coefficient of ln(mobility) = 3.0e-03 (cm/V)^0.5
  mobility at zero field / at E0 = 0.193
  V at t0 = 376.8 V, at 10 t0 = 79.9 V
log-mobility spread = 0.20
  V at t0 = 292.8 V, at 10 t0 = 38.3 V
thermal voltage kT/e = 0.02585 V
  thermal front width at t0 / L = 0.0093
  time when law reaches kT/e = 77.4 s
injection lasting 0.10 ms: V(t0) up 1.50 V
injection depth 0.5 um: time shift 0.167 ms
dark resistivity 1e+15 ohm cm: relaxation 266 s
grounded plate 2 mm above: capacitance ratio 0.0033
activation 0.4 eV: mobility x 1.65 for +10 K
breakdown field 3 MV/cm: E0/breakdown = 0.10
site density 1e+21 cm^-3: filling at t0 = 2.5e-07
ALL CHECKS PASSED
```
